**Dissipation dilution of a clamped string under tension**

The program tests the result 1/D = 2λ + (π² + 4)λ² + O(λ³) for the fundamental mode, where λ = (h/L)√(E/12σ), h is the thickness, L the length, E Young's modulus and σ the released stress. D is the quality factor divided by its undiluted value, which equals total energy over bending energy. A finite-element model that resolves the clamp layers is asserted to agree with the formulas for the frequency, for D, for the interior share of the bending energy and for the hinged string. A complex root of the clamped-end condition is asserted to give the same Q, and the remainder of the expansion is asserted to scale nearly as λ³. For the silicon-nitride example, formula and finite elements both give D = 1050.64, and Q is 5.25 × 10⁶ for an assumed intrinsic value of 5000. Further assertions cover the plate modulus, the stress left after release, the free-molecular gas drag and the extra loss at finite amplitude. The output shows D falling by 12.3 % if 1 GPa is the film stress before release, and by 2.7 % if the plate modulus applies.

## Numerical check

```python
# Dissipation dilution of the fundamental mode of a clamped, tensioned string.
# Result under test: 1/D = 2*lam + (pi^2 + 4)*lam^2 + O(lam^3),
#   lam = (h/L)*sqrt(E/(12*sigma)),  D = Q/Q_int = total energy / bending energy.
# L length, h thickness, E Young's modulus, sigma released static stress,
# phi = 1/Q_int loss angle of E, Omega = omega*L*sqrt(rho/sigma).
# Lengths in the finite-element model are in units of L.
import numpy as np
import mpmath as mp
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy import constants as const

L, h, E, sigma = 1e-3, 100e-9, 270e9, 1e9
rho, nu, Q_int = 3100.0, 0.23, 5000.0      # rough typical values
T_gas, p_torr = 300.0, 1e-6
phi = 1 / Q_int
pi = np.pi


def lam_of(modulus, stress):
    return h / L * np.sqrt(modulus / (12 * stress))


def dilution(lam_value):
    return 1 / (2 * lam_value + (pi**2 + 4) * lam_value**2)


lam = lam_of(E, sigma)
D = dilution(lam)

# ---- Finite elements (cubic Hermite), fine mesh inside the clamp layers ----
n_edge, n_mid = 80, 60
edge = np.linspace(0, 16 * lam, n_edge + 1)
middle = np.linspace(16 * lam, 1 - 16 * lam, n_mid + 1)
nodes = np.concatenate([edge, middle[1:], (1 - edge[::-1])[1:]])
sizes = np.diff(nodes)
n_el = len(sizes)
gauss_x, gauss_w = np.polynomial.legendre.leggauss(4)
s, w = (gauss_x + 1) / 2, gauss_w / 2


def shapes(d):
    value = np.array([1 - 3*s**2 + 2*s**3, d*(s - 2*s**2 + s**3),
                      3*s**2 - 2*s**3, d*(s**3 - s**2)])
    slope = np.array([-6*s + 6*s**2, d*(1 - 4*s + 3*s**2),
                      6*s - 6*s**2, d*(3*s**2 - 2*s)]) / d
    curv = np.array([-6 + 12*s, d*(-4 + 6*s),
                     6 - 12*s, d*(6*s - 2)]) / d**2
    return value, slope, curv


def solve_string(clamped):
    n_dof = 2 * (n_el + 1)
    K, M = np.zeros((n_dof, n_dof)), np.zeros((n_dof, n_dof))
    for e, d in enumerate(sizes):
        value, slope, curv = shapes(d)
        block = slice(2 * e, 2 * e + 4)
        K[block, block] += d * ((slope * w) @ slope.T
                                + lam**2 * (curv * w) @ curv.T)
        M[block, block] += d * (value * w) @ value.T
    fixed = [0, n_dof - 2] + ([1, n_dof - 1] if clamped else [])
    free = np.setdiff1d(np.arange(n_dof), fixed)
    # The largest inverse eigenvalue belongs to the fundamental mode.
    mu, vec = eigh(M[np.ix_(free, free)], K[np.ix_(free, free)],
                   subset_by_index=[len(free) - 1, len(free) - 1])
    U = np.zeros(n_dof)
    U[free] = vec[:, 0]
    U /= U[2 * (n_edge + n_mid // 2)]       # unit displacement at the centre
    slope_g, curv_g = np.zeros((n_el, 4)), np.zeros((n_el, 4))
    for e, d in enumerate(sizes):
        _, slope, curv = shapes(d)
        slope_g[e] = U[2*e:2*e+4] @ slope
        curv_g[e] = U[2*e:2*e+4] @ curv
    return 1 / np.sqrt(mu[0]), slope_g, curv_g


weights = sizes[:, None] * w[None, :]
Omega_fe, slope_g, curv_g = solve_string(True)
bend_el = lam**2 * np.sum(weights * curv_g**2, axis=1)
stretch = np.sum(weights * slope_g**2)
D_fe = (bend_el.sum() + stretch) / bend_el.sum()
Omega = pi * (1 + 2 * lam + (4 + pi**2 / 2) * lam**2)
assert abs(Omega_fe / Omega - 1) < 1e-6
assert abs(D_fe / D - 1) < 1e-4

# Location of the bending energy: the interior share follows the sine shape.
interior_fe = bend_el[n_edge:n_edge + n_mid].sum() / bend_el.sum()
interior = pi**2 * lam**2 * D
assert abs(interior_fe / interior - 1) < 1e-2

# Hinged ends remove the clamp layers.
_, slope_h, curv_h = solve_string(False)
bend_h = lam**2 * np.sum(weights * curv_h**2)
D_hinged_fe = 1 + np.sum(weights * slope_h**2) / bend_h
D_hinged = 1 + 1 / (pi**2 * lam**2)
assert abs(D_hinged_fe / D_hinged - 1) < 1e-3

# ---- Clamped-end condition solved with real and complex modulus ----
mp.mp.dps = 30


def root_frequency(lam_squared):
    def condition(k):
        q = mp.sqrt(k**2 + 1 / lam_squared)
        return k * mp.sin(k / 2) / q + mp.tanh(q / 2) * mp.cos(k / 2)
    start = mp.pi * (1 + 2 * mp.sqrt(lam_squared))
    k = mp.findroot(condition, start)
    return mp.sqrt(k**2 + lam_squared * k**4)


Omega_c = root_frequency(mp.mpf(lam)**2 * mp.mpc(1, phi))
Q_complex = float(Omega_c.real / (2 * Omega_c.imag))
Q_string = D * Q_int
assert abs(Q_complex / Q_string - 1) < 1e-4


def remainder(x):
    x, step = mp.mpf(x), mp.mpf('1e-6')
    up = root_frequency((x * mp.exp(step))**2)
    down = root_frequency((x * mp.exp(-step))**2)
    inverse_D = mp.log(up / down) / (2 * step)
    return inverse_D - 2 * x - (mp.pi**2 + 4) * x**2


cubic_ratio = float(remainder('0.002') / remainder('0.001'))
assert 7.5 < cubic_ratio < 8.5

# ---- Elastic effects left out of the slender-beam model ----
compliance = np.array([[1, -nu], [-nu, 1]]) / E
E_plate = E / (1 - nu**2)
assert abs(np.linalg.inv(compliance)[0, 0] / E_plate - 1) < 1e-12
film_strain = compliance @ np.array([sigma, sigma])
sigma_relaxed = sigma * (1 - nu)
# Length stays fixed while the lateral stress drops to zero.
assert abs(film_strain[0] / compliance[0, 0] / sigma_relaxed - 1) < 1e-12
D_plate = dilution(lam_of(E_plate, sigma))
D_relaxed = dilution(lam_of(E, sigma_relaxed))

# ---- Free-molecular gas drag, specular reflection on both faces ----
v = 1e-3                                   # speed / sqrt(k_B*T/m)


def maxwell(c):
    return np.exp(-c**2 / 2) / np.sqrt(2 * pi)


front = quad(lambda c: 2 * (c + v)**2 * maxwell(c), -v, 12, epsabs=1e-12)[0]
back = quad(lambda c: 2 * (c - v)**2 * maxwell(c), v, 12, epsabs=1e-12)[0]
assert abs((front - back) / (4 * np.sqrt(2 / pi) * v) - 1) < 1e-5
m_gas = 28.0 * const.atomic_mass           # nitrogen molecule, rounded mass
p_gas = p_torr * const.torr
frequency = Omega / (2 * pi * L) * np.sqrt(sigma / rho)
drag = 4 * p_gas * np.sqrt(2 * m_gas / (pi * const.k * T_gas))
Q_gas = rho * h * 2 * pi * frequency / drag
Q_with_gas = 1 / (1 / Q_string + 1 / Q_gas)

# ---- Amplitude at which stretching adds 1 percent to the bending loss ----
extra = 0.01
strain_limit = 4 * extra * sigma / (E * D)
amplitude = 2 * L / pi * np.sqrt(strain_limit)


def loop_loss(mean_strain):
    phase = 2 * pi * np.arange(64) / 64
    harmonic = np.arange(33)
    modulus = E * (1 + 1j * phi * (harmonic > 0))
    total = 0.0
    for z in (-h / (2 * np.sqrt(3)), h / (2 * np.sqrt(3))):
        bending = -z * amplitude / L**2 * curv_g.ravel()
        strain = (bending[:, None] * np.cos(phase)
                  + mean_strain * np.cos(phase)**2)
        coeff = np.fft.rfft(strain, axis=1)
        stress = np.fft.irfft(coeff * modulus, n=64, axis=1)
        rate = np.fft.irfft(coeff * 1j * harmonic, n=64, axis=1)
        total += np.sum(weights.ravel() * np.mean(stress * rate, axis=1))
    return total


mean_strain_fe = 0.5 * (amplitude / L)**2 * stretch
extra_fe = loop_loss(mean_strain_fe) / loop_loss(0.0) - 1
assert abs(extra_fe - extra) < 2e-4

print(f"length L = {L*1e3:.1f} mm")
print(f"thickness h = {h*1e9:.0f} nm")
print(f"Young's modulus E = {E/1e9:.0f} GPa")
print(f"released stress sigma = {sigma/1e9:.2f} GPa")
print(f"density (rough) = {rho:.0f} kg/m^3")
print(f"Poisson ratio (rough) = {nu:.2f}")
print(f"intrinsic Q (rough) = {Q_int:.0f}")
print(f"E/(12 sigma) = {E/(12*sigma):.3f}")
print(f"lambda = {lam:.5e}")
print(f"clamp-layer length lambda*L = {lam*L*1e9:.1f} nm")
print(f"clamp-layer length / thickness = {lam*L/h:.2f}")
print(f"clamp term 2 lambda = {2*lam:.5e}")
print(f"sine term pi^2 lambda^2 = {pi**2*lam**2:.4e}")
print(f"clamp correction 4 lambda^2 = {4*lam**2:.4e}")
print(f"1/D = {1/D:.5e}")
print(f"D, formula = {D:.2f}")
print(f"D, finite elements = {D_fe:.2f}")
print(f"D, leading term 1/(2 lambda) = {1/(2*lam):.2f}")
print(f"D without 4 lambda^2 = {1/(2*lam+pi**2*lam**2):.2f}")
print(f"interior share of bending energy, formula = {100*interior:.3f} %")
print(f"interior share, finite elements = {100*interior_fe:.3f} %")
print(f"D with hinged ends, formula = {D_hinged:.4e}")
print(f"D with hinged ends, finite elements = {D_hinged_fe:.4e}")
print(f"remainder ratio when lambda doubles = {cubic_ratio:.3f}")
print(f"Omega, formula = {Omega:.6f}")
print(f"Omega, finite elements = {Omega_fe:.6f}")
print(f"fundamental frequency = {frequency/1e3:.2f} kHz")
print(f"Q = D*Q_int = {Q_string:.4e}")
print(f"Q from complex frequency = {Q_complex:.4e}")
print(f"plate modulus = {E_plate/1e9:.1f} GPa")
print(f"D with plate modulus = {D_plate:.1f}")
print(f"change of D with plate modulus = {100*(D_plate/D-1):.2f} %")
print(f"released stress from 1 GPa film = {sigma_relaxed/1e9:.2f} GPa")
print(f"D if 1 GPa is film stress = {D_relaxed:.1f}")
print(f"change of D if film stress = {100*(D_relaxed/D-1):.1f} %")
print(f"film stress needed for 1 GPa = {sigma/(1-nu)/1e9:.2f} GPa")
print(f"gas temperature = {T_gas:.0f} K")
print(f"gas pressure = {p_torr:.1e} Torr")
print(f"gas-limited Q = {Q_gas:.3e}")
print(f"Q with gas = {Q_with_gas:.4e}")
print(f"change of Q from gas = {100*(Q_with_gas/Q_string-1):.2f} %")
print(f"pressure where gas loss equals string loss = "
      f"{p_torr*Q_gas/Q_string:.2e} Torr")
print(f"peak mean strain for 1 % extra loss = {strain_limit:.3e}")
print(f"centre amplitude for 1 % extra loss = {amplitude*1e9:.0f} nm")
print(f"extra loss from loop integral = {100*extra_fe:.3f} %")
print("all assertions hold")
```

It prints:

```
length L = 1.0 mm
thickness h = 100 nm
Young's modulus E = 270 GPa
released stress sigma = 1.00 GPa
density (rough) = 3100 kg/m^3
Poisson ratio (rough) = 0.23
intrinsic Q (rough) = 5000
E/(12 sigma) = 22.500
lambda = 4.74342e-04
clamp-layer length lambda*L = 474.3 nm
clamp-layer length / thickness = 4.74
clamp term 2 lambda = 9.48683e-04
sine term pi^2 lambda^2 = 2.2207e-06
clamp correction 4 lambda^2 = 9.0000e-07
1/D = 9.51804e-04
D, formula = 1050.64
D, finite elements = 1050.64
D, leading term 1/(2 lambda) = 1054.09
D without 4 lambda^2 = 1051.63
interior share of bending energy, formula = 0.233 %
interior share, finite elements = 0.234 %
D with hinged ends, formula = 4.5032e+05
D with hinged ends, finite elements = 4.5032e+05
remainder ratio when lambda doubles = 7.889
Omega, formula = 3.144579
Omega, finite elements = 3.144579
fundamental frequency = 284.25 kHz
Q = D*Q_int = 5.2532e+06
Q from complex frequency = 5.2532e+06
plate modulus = 285.1 GPa
D with plate modulus = 1022.4
change of D with plate modulus = -2.69 %
released stress from 1 GPa film = 0.77 GPa
D if 1 GPa is film stress = 921.5
change of D if film stress = -12.3 %
film stress needed for 1 GPa = 1.30 GPa
gas temperature = 300 K
gas pressure = 1.0e-06 Torr
gas-limited Q = 3.884e+08
Q with gas = 5.1831e+06
change of Q from gas = -1.33 %
pressure where gas loss equals string loss = 7.39e-05 Torr
peak mean strain for 1 % extra loss = 1.410e-07
centre amplitude for 1 % extra loss = 239 nm
extra loss from loop integral = 0.999 %
all assertions hold
```
